# Why the electron's one-loop self-mass diverges only logarithmically: test program

```python
# Result under test: the one-loop mass shift of an electron at rest is
#   dm = (alpha/pi) m [ (3/2) asinh(K/m) - K/(2(E_K+K)) ],  E_k = sqrt(k^2+m^2),
# so it grows only as (3 alpha/2 pi) m ln K, K being the photon wave-number cutoff.
# Units hbar = c = 1, e^2 = alpha; energies in units of the electron mass m = 1.
# "Sea" = filled negative-energy Dirac levels. State sums use numerical
# eigenvectors of the 4x4 Dirac Hamiltonian, not the derived formulas.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import k1

alpha = sc.fine_structure
pref = alpha / np.pi
mc2_keV = sc.physical_constants['electron mass energy equivalent in MeV'][0] * 1e3
planck_keV = sc.physical_constants['Planck mass energy equivalent in GeV'][0] * 1e6

# Dirac matrices and an arbitrary photon direction with two polarizations
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alphas = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], np.eye(2)).astype(complex)
one = np.eye(4, dtype=complex)
direction = np.array([1.0, 2.0, 2.0]) / 3
pol1 = np.array([2.0, 1.0, -2.0]) / 3
pol2 = np.cross(direction, pol1)


def dot_alpha(vec):
    return sum(c * a for c, a in zip(vec, alphas))


spinor = np.array([0.6, 0.8j, 0, 0])      # electron at rest, tilted spin
x_gl, w_gl = np.polynomial.legendre.leggauss(300)


def nodes(K, scale=1.0):
    """Quadrature nodes and weights for the integral over 0 < k < K."""
    top = np.arcsinh(K / scale)
    t = 0.5 * top * (x_gl + 1)
    return scale * np.sinh(t), 0.5 * top * w_gl * scale * np.cosh(t)


def levels(k, mass):
    mass = np.broadcast_to(mass, k.shape)
    h = k[:, None, None] * dot_alpha(direction) + mass[:, None, None] * beta
    return np.linalg.eigh(h)


def strengths(V, vertices):
    """Summed |<level|vertex|spinor>|^2 for positive and negative levels."""
    s = sum(abs(np.einsum('nis,i->ns', V.conj(), O @ spinor))**2 for O in vertices)
    return s[:, 2:].sum(axis=1), s[:, :2].sum(axis=1)


def coulomb_gauge(K):
    k, w = nodes(K)
    e, V = levels(k, 1.0)
    E = e[:, 3]
    cp, cn = strengths(V, [one])
    tp, tn = strengths(V, [dot_alpha(pol1), dot_alpha(pol2)])
    r = {}
    r['classical'] = pref * np.sum(w * (cp + cn))
    r['sea_exchange'] = -2 * pref * np.sum(w * cn)
    r['coulomb'] = r['classical'] + r['sea_exchange']
    r['coulomb_pos'] = pref * np.sum(w * cp)
    r['trans_pos'] = pref * np.sum(w * k * tp / (1 - E - k))
    r['trans_sea'] = pref * np.sum(w * k * tn / (1 + E + k))
    r['trans_empty'] = r['trans_pos'] + pref * np.sum(w * k * tn / (1 + E - k))
    r['total'] = r['coulomb'] + r['trans_pos'] + r['trans_sea']
    return r


def feynman_gauge(K, mass, p0, mu=0.0, sea=True):
    """Scalar part A and time part p0*B of the self-energy at zero momentum."""
    k, w = nodes(K, abs(mass) if mass else 1.0)
    e, V = levels(k, mass)
    omega = np.sqrt(k**2 + mu**2)
    sign = np.sign(e)
    g = 1 / (p0 - e - sign * omega[:, None])
    if not sea:
        g = g * (sign > 0)
    G = np.einsum('nis,ns,njs->nij', V, g, V.conj())
    M = sum(a @ G @ a for a in alphas) - G
    f = pref * w * k**2 / omega
    A = np.sum(f * np.einsum('ij,nji->n', beta, M).real) / 4
    B = np.sum(f * np.einsum('nii->n', M).real) / 4
    return np.array([A, B])


def closed_form(K, m=1.0):
    return pref * m * (1.5 * np.arcsinh(K / m) - K / (2 * (np.hypot(K, m) + K)))


# 1. Occupation rules from a small Fock space: levels (electron, empty, sea)
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
Z, I2 = np.diag([1.0, -1.0]), np.eye(2)
ops = [np.kron(np.kron(lower, I2), I2), np.kron(np.kron(Z, lower), I2),
       np.kron(np.kron(Z, Z), lower)]
eps, omega_b, g = [1.0, 2.0, -2.0], 1.5, 0.01
q = {(0, 1): 0.7, (0, 2): 0.4, (1, 2): 0.5}
Q = sum(v * (ops[i].T @ ops[j] + ops[j].T @ ops[i]) for (i, j), v in q.items())
coulomb_diff = (Q @ Q)[5, 5] - (Q @ Q)[1, 1]   # |101> minus |001>
assert abs(coulomb_diff - (q[0, 1]**2 - q[0, 2]**2)) < 1e-12
c = np.diag(np.sqrt(np.arange(1.0, 4.0)), 1)
Hf = sum(en * o.T @ o for en, o in zip(eps, ops))
H = np.kron(Hf, np.eye(4)) + omega_b * np.kron(np.eye(8), c.T @ c) \
    + g * np.kron(Q, c + c.T)
number = np.rint(np.diag(np.kron(sum(o.T @ o for o in ops), np.eye(4))))


def lowest(n):
    idx = np.where(number == n)[0]
    return np.linalg.eigvalsh(H[np.ix_(idx, idx)])[0]


fock_shift = (lowest(2) - lowest(1) - eps[0]) / g**2
rule_shift = q[0, 1]**2 / (1 - 2 - omega_b) + q[0, 2]**2 / (1 + 2 + omega_b)
assert abs(fock_shift / rule_shift - 1) < 1e-3  # fourth order in g remains

# 2. State sums against the closed forms, and equality of the two gauges
cutoffs = [10.0, 1e3, 1e4]
res = {K: coulomb_gauge(K) for K in cutoffs}
for K in cutoffs:
    r = res[K]
    assert abs(r['classical'] / (pref * K) - 1) < 1e-9
    assert abs(r['coulomb'] / (pref * np.arcsinh(K)) - 1) < 1e-7
    assert abs(r['total'] / closed_form(K) - 1) < 1e-7
    assert abs(feynman_gauge(K, 1.0, 1.0).sum() / r['total'] - 1) < 1e-7
asymptotic = 1.5 * pref * (np.log(2e4) - 1 / 6)
assert abs(res[1e4]['total'] / asymptotic - 1) < 1e-6


def log_slope(low, high):
    return (high - low) / (pref * np.log(10))


slope = log_slope(res[1e3]['total'], res[1e4]['total'])
slope_coul = log_slope(res[1e3]['coulomb'], res[1e4]['coulomb'])
assert abs(slope - 1.5) < 1e-4 and abs(slope_coul - 1) < 1e-4

# 3. Empty sea: quadratic transverse term, with no linear term beside it
quadratic = pref * 1e4**2 / 2
empty = res[1e4]['trans_empty']
assert abs(empty / quadratic - 1) < 1e-3
assert abs(empty - quadratic) / (pref * 1e4) < 0.01

# 4. Positive levels only: the linear term depends on the gauge
pos_c = [res[K]['coulomb_pos'] + res[K]['trans_pos'] for K in (1e3, 1e4)]
pos_f = [feynman_gauge(K, 1.0, 1.0, sea=False).sum() for K in (1e3, 1e4)]
pos_log = log_slope(*pos_c)
pos_linear = (pos_f[1] - pos_f[0]) / (pref * 9e3)
assert abs(pos_log - 0.75) < 1e-3
assert abs(pos_linear + 0.5) < 2e-3  # logarithm divided by K remains

# 5. Charge correlation in space: its transform must be m/E_k
for k in (0.5, 2.0):
    ft = quad(lambda x: 2 / np.pi * k1(x) * np.sin(k * x) / k, 0, 40, limit=200)[0]
    assert abs(ft - 1 / np.sqrt(1 + k * k)) < 1e-7
inside = quad(lambda x: 2 / np.pi * x * k1(x), 0, 1)[0]

# 6. Chiral parity of the self-energy and its logarithmic coefficients
p0 = 0.5
plus = [feynman_gauge(K, 1.0, p0) for K in (1e3, 1e4)]
minus = feynman_gauge(1e4, -1.0, p0)
assert abs(plus[1][0] + minus[0]) < 1e-8 and abs(plus[1][1] - minus[1]) < 1e-8
massless_A = feynman_gauge(1e4, 0.0, 0.0)[0]
assert abs(massless_A) < 1e-8
slope_A = log_slope(plus[0][0], plus[1][0])
slope_B = log_slope(plus[0][1], plus[1][1]) / p0
assert abs(slope_A - 2) < 1e-3 and abs(slope_B + 0.5) < 1e-3
small = {m: feynman_gauge(1e3, m, m).sum() for m in (1.0, 0.1, 0.01)}
for m, value in small.items():
    assert abs(value / closed_form(1e3, m) - 1) < 1e-5

# 7. Chirality-breaking cutoff term beta*r*k^2/K at zero mass, sea filled


def broken_coulomb(K, r):
    k, w = nodes(K)
    cp, cn = strengths(levels(k, r * k**2 / K)[1], [one])
    return pref * np.sum(w * (cp - cn))


r_break = 1.0
broken = {K: broken_coulomb(K, r_break) for K in (1e2, 1e3)}
for K, value in broken.items():
    expected = pref * K * (np.sqrt(1 + r_break**2) - 1) / r_break
    assert abs(value / expected - 1) < 1e-7
assert abs(broken_coulomb(1e3, 0.0)) < 1e-9

# 8. Pauli-Villars photon: state sum against the covariant parameter integral
Lam = 100.0
pv_states = (feynman_gauge(1e5, 1.0, 1.0) - feynman_gauge(1e5, 1.0, 1.0, mu=Lam)).sum()
pv_cov = alpha / (2 * np.pi) * quad(
    lambda y: (1 + y) * np.log((y * y + (1 - y) * Lam**2) / y**2), 0, 1)[0]
assert abs(pv_states / pv_cov - 1) < 1e-5  # tail beyond the finite upper limit
pv_asym = 1.5 * pref * (np.log(Lam) + 0.25)
assert abs(pv_cov / pv_asym - 1) < 1e-2  # corrections of order (m/Lam)^2 ln

log_planck = np.log(planck_keV / mc2_keV)
planck_shift = 1.5 * pref * (log_planck + 0.25)

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"electron rest energy = {mc2_keV:.3f} keV")
print(f"3 alpha/(2 pi) = {1.5 * pref:.6f}")
print(f"Fock-space photon shift / g^2 = {fock_shift:.5f}, rule = {rule_shift:.5f}")
print("Coulomb gauge, filled sea; energies in units of m:")
for K in cutoffs:
    r = res[K]
    print(f"K/m = {K:.0f}: classical Coulomb = {r['classical']:.6f}")
    print(f"  exchange with sea = {r['sea_exchange']:.6f}")
    print(f"  Coulomb sum = {r['coulomb']:.6f}")
    print(f"  transverse, positive levels = {r['trans_pos']:.6f}")
    print(f"  transverse, sea = {r['trans_sea']:.6f}")
    print(f"  total dm/m = {r['total']:.6f}")
print(f"total dm at K = 1000 m: {res[1e3]['total'] * mc2_keV:.3f} keV")
print(f"log coefficient, total (units alpha m/pi) = {slope:.5f}")
print(f"log coefficient, Coulomb part (same units) = {slope_coul:.5f}")
print(f"empty sea, transverse at K = 10000 m: {empty:.1f} m")
print(f"positive levels only, Coulomb gauge log coeff. = {pos_log:.4f} alpha m/pi")
print(f"positive levels only, Feynman gauge linear coeff. = {pos_linear:.4f} alpha/pi")
print(f"charge correlation within r = 1/m: {inside:.4f} of total")
print(f"Feynman gauge log coeff. of A = {slope_A:.4f} alpha m/pi")
print(f"Feynman gauge log coeff. of B = {slope_B:.4f} alpha/pi")
print("Fixed K = 1000 electron masses, smaller fermion mass:")
for m, value in small.items():
    print(f"  mass {m:g}: dm = {value:.7f} electron masses, dm/mass = {value / m:.5f}")
print(f"Chirality-breaking cutoff, r = {r_break:g}, zero mass, Coulomb part:")
for K, value in broken.items():
    print(f"  K = {K:.0f} electron masses: {value:.5f} electron masses")
print(f"Pauli-Villars, Lambda = {Lam:.0f} m: state sum dm/m = {pv_states:.7f}")
print(f"  covariant integral dm/m = {pv_cov:.7f}")
print(f"  asymptotic formula dm/m = {pv_asym:.7f}")
print(f"classical term equals m at K/m = {np.pi / alpha:.2f}")
print(f"ln(Planck energy / electron rest energy) = {log_planck:.3f}")
print(f"Pauli-Villars dm/m with Lambda at Planck energy = {planck_shift:.4f}")
print(f"  the same shift = {planck_shift * mc2_keV:.1f} keV")
print("verified")
```

Output:

```
fine-structure constant alpha = 0.007297353
electron rest energy = 510.999 keV
3 alpha/(2 pi) = 0.003484
Fock-space photon shift / g^2 = -0.16045, rule = -0.16044
Coulomb gauge, filled sea; energies in units of m:
K/m = 10: classical Coulomb = 0.023228
  exchange with sea = -0.016264
  Coulomb sum = 0.006964
  transverse, positive levels = -0.009059
  transverse, sea = 0.011962
  total dm/m = 0.009867
K/m = 1000: classical Coulomb = 2.322819
  exchange with sea = -2.305164
  Coulomb sum = 0.017656
  transverse, positive levels = -1.156125
  transverse, sea = 1.164372
  total dm/m = 0.025903
K/m = 10000: classical Coulomb = 23.228195
  exchange with sea = -23.205191
  Coulomb sum = 0.023004
  transverse, positive levels = -11.607475
  transverse, sea = 11.618397
  total dm/m = 0.033925
total dm at K = 1000 m: 13.236 keV
log coefficient, total (units alpha m/pi) = 1.50000
log coefficient, Coulomb part (same units) = 1.00000
empty sea, transverse at K = 10000 m: 116141.0 m
positive levels only, Coulomb gauge log coeff. = 0.7501 alpha m/pi
positive levels only, Feynman gauge linear coeff. = -0.4998 alpha/pi
charge correlation within r = 1/m: 0.5230 of total
Feynman gauge log coeff. of A = 2.0000 alpha m/pi
Feynman gauge log coeff. of B = -0.5000 alpha/pi
Fixed K = 1000 electron masses, smaller fermion mass:
  mass 1: dm = 0.0259026 electron masses, dm/mass = 0.02590
  mass 0.1: dm = 0.0033925 electron masses, dm/mass = 0.03393
  mass 0.01: dm = 0.0004195 electron masses, dm/mass = 0.04195
Chirality-breaking cutoff, r = 1, zero mass, Coulomb part:
  K = 100 electron masses: 0.09621 electron masses
  K = 1000 electron masses: 0.96214 electron masses
Pauli-Villars, Lambda = 100 m: state sum dm/m = 0.0169185
  covariant integral dm/m = 0.0169185
  asymptotic formula dm/m = 0.0169165
classical term equals m at K/m = 430.51
ln(Planck energy / electron rest energy) = 51.528
Pauli-Villars dm/m with Lambda at Planck energy = 0.1804
  the same shift = 92.2 keV
verified
```
